\section*{Casida matrices for hybrid functionals and their symmetric eigenvalue form}

\section{Definitions and conventions}

Hartree atomic units are used, because hybrid functionals and their range-separation parameters are written for the interaction $1/r$. The matrices $F$, $A$ and $B$ below are energies, so in Rydberg units their entries double; the density-matrix elements $\gamma^\sigma_{pq}$ are dimensionless.

Spin orbitals have real spatial parts $\phi_p$ and occupations 0 or 1. Indices $i,j$ are occupied, $a,b$ virtual, $p,q,r,s$ general; $\sigma,\tau$ are spins. The spatial parts may depend on spin, but this label is suppressed. Excitations conserve spin. For an interaction $g$,
\begin{equation}
(pq|g|rs)=\iint \phi_p(\mathbf r)\phi_q(\mathbf r)\,g(\mathbf r,\mathbf r')\,
\phi_r(\mathbf r')\phi_s(\mathbf r')\,d\mathbf r\,d\mathbf r' ,
\end{equation}
and $(pq|rs)$ means $g=1/|\mathbf r-\mathbf r'|$. The one-spin density matrix is $\gamma^\sigma(\mathbf r,\mathbf r')=\sum_{pq}\phi_p(\mathbf r)\gamma^\sigma_{pq}\phi_q(\mathbf r')$.

Nonlocal exchange uses the interaction
\begin{equation}
w(r)=\frac{c_f+c_l\,\mathrm{erf}(\mu r)}{r}. \label{w}
\end{equation}
A global hybrid has $c_l=0$. A range-separated hybrid has exchange fraction $c_f$ at short range and $c_f+c_l$ at long range, since $\mathrm{erf}(\mu r)$ rises from 0 to 1. The energy is
\begin{equation}
E=\sum_\sigma \mathrm{Tr}\,h\gamma^\sigma+\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'+E_{\rm sl}[\rho_\uparrow,\rho_\downarrow]
-\frac12\sum_\sigma\sum_{pqrs}\gamma^\sigma_{pq}\gamma^\sigma_{rs}(ps|w|qr). \label{energy}
\end{equation}
Here $E_{\rm sl}$ contains correlation and the semilocal exchange that remains beside $w$. It depends on the spin densities and their gradients. Functionals of the kinetic-energy density or the current are outside this derivation.

\section{Linearized equation of motion}

The generalized Kohn--Sham matrix $F^\sigma$ is defined by $\delta E=\sum_\sigma\sum_{pq}F^\sigma_{qp}\delta\gamma^\sigma_{pq}$. The two equal variations of the quadratic exchange term cancel its factor $1/2$, so
\begin{equation}
F^\sigma_{pq}=h_{pq}+J_{pq}+v^\sigma_{{\rm sl},pq}-\sum_{rs}(pr|w|sq)\gamma^\sigma_{rs}. \label{fock}
\end{equation}
In the adiabatic approximation the same functional is evaluated with the instantaneous density matrix:
\begin{equation}
i\,\partial_t\gamma^\sigma=[F^\sigma,\gamma^\sigma]. \label{eom}
\end{equation}

In the ground state $F^\sigma$ is diagonal with entries $\varepsilon_p$, and $\gamma^\sigma_0$ is 1 on occupied orbitals and 0 on virtual ones. Linearizing $\gamma^2=\gamma$ gives $\gamma_0\delta\gamma+\delta\gamma\gamma_0=\delta\gamma$. Its occupied--occupied block reads $2\delta\gamma_{ij}=\delta\gamma_{ij}$, and its virtual--virtual block reads $0=\delta\gamma_{ab}$; both blocks therefore vanish. Since $\gamma$ is Hermitian, what remains is
\begin{equation}
\delta\gamma^\sigma_{ai}=d_{ia\sigma},\qquad \delta\gamma^\sigma_{ia}=d^*_{ia\sigma}.
\end{equation}
The $ai$ element of $i\partial_t\delta\gamma=[F_0,\delta\gamma]+[\delta F,\gamma_0]$ is
\begin{equation}
i\,\partial_t d_{ia\sigma}=(\varepsilon_{a\sigma}-\varepsilon_{i\sigma})d_{ia\sigma}+\delta F^\sigma_{ai}. \label{lin}
\end{equation}
The last term has coefficient $+1$ because $\gamma_0$ stands on the right and orbital $i$ is occupied.

\subsection{The local response}

Both off-diagonal blocks contribute to the density:
\begin{equation}
\delta\rho_\tau(\mathbf r)=\sum_{jb}\phi_j(\mathbf r)\phi_b(\mathbf r)\,(d_{jb\tau}+d^*_{jb\tau}).
\end{equation}
The Hartree and semilocal parts of $\delta F^\sigma_{ai}$ are therefore
\begin{equation}
\sum_{jb\tau}\left[(ia|jb)+(ia|f_{\sigma\tau}|jb)\right](d_{jb\tau}+d^*_{jb\tau}),
\end{equation}
where $f_{\sigma\tau}=\delta^2E_{\rm sl}/\delta\rho_\sigma\delta\rho_\tau$. This is the kernel of the semilocal part alone: exchange already carried by $w$ must not be counted again.

For a gradient functional, write $E_{\rm sl}=\int e(u_\uparrow,u_\downarrow)d\mathbf r$, with $u_\sigma=(\rho_\sigma,\nabla\rho_\sigma)$. Since $u$ is linear in the density, its own second variation vanishes, and only the second derivatives of $e$ contribute. The matrix element is
\begin{equation}
(ia|f_{\sigma\tau}|jb)=\sum_{x,y=0}^{3}\int D^x_{ia}\,
\frac{\partial^2e}{\partial u^x_\sigma\partial u^y_\tau}\,D^y_{jb}\,d\mathbf r,
\qquad D_{ia}=\bigl(\phi_i\phi_a,\nabla(\phi_i\phi_a)\bigr).
\end{equation}

\subsection{The nonlocal exchange response}

Set $p=a$, $q=i$ in the last term of \eqref{fock}. The choice $r=b$, $s=j$ multiplies $d_{jb}$, while $r=j$, $s=b$ multiplies $d^*_{jb}$:
\begin{equation}
\delta F^{\sigma}_{ai}\big|_{w}=-\sum_{jb}\left[(ab|w|ji)\,d_{jb\sigma}+(aj|w|bi)\,d^*_{jb\sigma}\right].
\end{equation}
For real orbitals the two functions at one point may be interchanged, and so may the two electron coordinates. Thus $(ab|w|ji)=(ij|w|ab)$ and $(aj|w|bi)=(ib|w|ja)$. Exchange acts within one spin, hence the factor $\delta_{\sigma\tau}$ below.

\section{The matrices $A$, $B$ and $A-B$}

Equation \eqref{lin} now has the form $i\partial_t d=Ad+Bd^*$, with
\begin{align}
A_{ia\sigma,jb\tau}&=\delta_{\sigma\tau}\delta_{ij}\delta_{ab}(\varepsilon_{a\sigma}-\varepsilon_{i\sigma})
+(ia|jb)+(ia|f_{\sigma\tau}|jb)-\delta_{\sigma\tau}(ij|w|ab),\label{A}\\
B_{ia\sigma,jb\tau}&=(ia|jb)+(ia|f_{\sigma\tau}|jb)-\delta_{\sigma\tau}(ib|w|ja).\label{B}
\end{align}
For a global hybrid each $w$ integral is $c_f$ times the Coulomb integral. For a range-separated hybrid it is $c_f$ times the Coulomb integral plus $c_l$ times the integral over $\mathrm{erf}(\mu r)/r$. Both matrices are real and symmetric.

The Hartree and semilocal couplings cancel on subtraction:
\begin{equation}
(A-B)_{ia\sigma,jb\tau}=\delta_{\sigma\tau}\left[\delta_{ij}\delta_{ab}(\varepsilon_{a\sigma}-\varepsilon_{i\sigma})
+(ib|w|ja)-(ij|w|ab)\right]. \label{AmB}
\end{equation}
If $w=0$, this is the diagonal matrix of orbital gaps. If $w\ne0$, the two exchange integrals generally couple different pairs. Symmetry can make particular couplings vanish, and a space with one pair has no off-diagonal element; even then, the diagonal is generally shifted from the gap.

The physical distinction appears on choosing the phase of $d$. For $d=u$ real, $Ad+Bd^*=(A+B)u$. For $d=iu$, it is $i(A-B)u$. In the second case $d+d^*=0$: the density does not change at first order, so neither the Hartree nor the semilocal potential responds. The density matrix does change, however, and nonlocal exchange depends on it directly. That response supplies the integrals in \eqref{AmB}.

\section{Reduction to a symmetric problem}

Separate $d=u+iv$ into real vectors. The real and imaginary parts of $i\partial_t d=Ad+Bd^*$ give
\begin{equation}
\partial_t u=(A-B)v,\qquad \partial_t v=-(A+B)u,
\end{equation}
and therefore
\begin{equation}
\partial_t^2u=-(A-B)(A+B)u. \label{second}
\end{equation}
A mode with time factor $e^{-i\Omega t}$ has $\Omega^2$ as an eigenvalue of $(A-B)(A+B)$. This product is generally not symmetric.

To obtain the amplitudes for a real frequency, insert $d=Xe^{-i\Omega t}+Ye^{i\Omega t}$ with real $X,Y$. Since $d^*=Xe^{i\Omega t}+Ye^{-i\Omega t}$, matching the two time factors yields
\begin{equation}
AX+BY=\Omega X,\qquad BX+AY=-\Omega Y. \label{casida}
\end{equation}
Their sum and difference are
\begin{equation}
(A+B)(X+Y)=\Omega(X-Y),\qquad (A-B)(X-Y)=\Omega(X+Y). \label{sumdiff}
\end{equation}

Now assume that $A-B$ is positive definite. It then has a real, symmetric, invertible square root $S=(A-B)^{1/2}$, formed by taking square roots of its eigenvalues, not of its matrix elements. Multiply the first equation of \eqref{sumdiff} by $A-B$ and use the second:
\begin{equation}
S^2(A+B)(X+Y)=\Omega^2(X+Y).
\end{equation}
Set $X+Y=\Omega^{-1/2}Sz$ and multiply from the left by $\Omega^{1/2}S^{-1}$. The result is
\begin{equation}
\boxed{(A-B)^{1/2}(A+B)(A-B)^{1/2}z=\Omega^2z.} \label{sym}
\end{equation}

\subsection{Recovering the amplitudes}

For $\Omega>0$, the second equation of \eqref{sumdiff} gives $X-Y=\Omega S^{-2}(X+Y)$. Hence
\begin{equation}
X+Y=\Omega^{-1/2}Sz,\qquad X-Y=\Omega^{1/2}S^{-1}z. \label{back}
\end{equation}
Half their sum is $X$, and half their difference is $Y$. For orthonormal vectors $z_m$,
\begin{align}
X_m^TX_n-Y_m^TY_n
&=\tfrac12\left[(X_m+Y_m)^T(X_n-Y_n)+(X_m-Y_m)^T(X_n+Y_n)\right]\nonumber\\
&=\tfrac12\left[\sqrt{\Omega_n/\Omega_m}+\sqrt{\Omega_m/\Omega_n}\right]z_m^Tz_n=\delta_{mn}.
\end{align}
The linear equations \eqref{casida} leave the scale of $X,Y$ free; the factors $\Omega^{\pm1/2}$ in \eqref{back} fix it by the convention $X^TX-Y^TY=1$.

\subsection{When the reduction fails}

With $A-B$ positive definite, the matrix in \eqref{sym} is real and symmetric, so every $\Omega^2$ is real. It need not be positive. Because $z^TS(A+B)Sz=(Sz)^T(A+B)(Sz)$ and $S$ is invertible, the largest subspaces on which the two quadratic forms are negative have equal dimensions. The number of negative $\Omega^2$ therefore equals the number of negative eigenvalues of $A+B$. By \eqref{second}, a negative $\Omega^2$ permits exponential growth in the linearized motion: the reference state is unstable, and the root is not an excitation energy.

For $w=0$, positive definiteness of $A-B$ requires every virtual orbital to lie above every occupied orbital of the same spin. For a hybrid, positive gaps are not sufficient, and the eigenvalues of \eqref{AmB} must be checked. If $A-B$ is indefinite but $A+B$ is positive definite, interchanging their roles still gives a real symmetric problem. If both are indefinite, $\Omega^2$ can be complex. For example,
\begin{equation}
\begin{pmatrix}1&0\\0&-1\end{pmatrix}
\begin{pmatrix}1&2\\2&1\end{pmatrix}
=\begin{pmatrix}1&2\\-2&-1\end{pmatrix}
\end{equation}
has trace 0 and determinant 3, so $\Omega^2=\pm i\sqrt3$, or about $\pm1.732\,i$ hartree$^2$ if the entries are in hartree.

\section{Closed-shell form}

For a closed shell with identical up and down orbitals, vectors with equal spin components give singlets; those with opposite components give triplets. The corresponding blocks are $A^{S,T}=A_{\uparrow\uparrow}\pm A_{\uparrow\downarrow}$, and likewise for $B$. Explicitly, for singlets,
\begin{align}
A^S_{ia,jb}&=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+2(ia|jb)+(ia|f_{\uparrow\uparrow}+f_{\uparrow\downarrow}|jb)-(ij|w|ab),\\
B^S_{ia,jb}&=2(ia|jb)+(ia|f_{\uparrow\uparrow}+f_{\uparrow\downarrow}|jb)-(ib|w|ja).
\end{align}
For triplets the Coulomb term cancels and the kernel is $f_{\uparrow\uparrow}-f_{\uparrow\downarrow}$. Since the opposite-spin blocks of $A$ and $B$ are equal, $A-B$ is the same for singlets and triplets. One square root serves both.

In an array $W[p,q,r,s]=(pq|w|rs)$, the exchange entry for $A$ is $W[i,j,a,b]$ and that for $B$ is $W[i,b,j,a]$. Each must be stored with row $ia$ and column $jb$.

\section{Water: size of the effect}

The calculations use water with O--H length 0.96 \AA\ and angle $104.5^\circ$, in the 6-31G basis. This small basis serves to examine the matrices, not to predict a converged spectrum. There are 40 spatial pairs. PBE has $w=0$; PBE0 has $c_f=0.25$, $c_l=0$; CAM-B3LYP has $c_f=0.19$, $c_l=0.46$, $\mu=0.33$ bohr$^{-1}$. Energies below are in hartree.

\begin{center}
\begin{tabular}{lccc}
 & PBE & PBE0 & CAM-B3LYP\\
Largest off-diagonal $|A-B|$ & 0 & 0.0791 & 0.0732\\
Smallest eigenvalue of $A-B$ & 0.2630 & 0.2843 & 0.2742\\
Lowest triplet & 0.2486 & 0.2689 & 0.2603\\
Lowest singlet & 0.2761 & 0.2983 & 0.2898\\
Singlet, $A-B\to$ gaps & -- & 0.3447 & 0.3792\\
Singlet, $A-B\to$ its diagonal & -- & 0.2990 & 0.2908
\end{tabular}
\end{center}

The lowest singlets correspond to 7.51, 8.12 and 7.89 eV, respectively. In the last two rows $A+B$ is unchanged. Replacing $A-B$ by orbital gaps raises the lowest singlet by 0.0464 hartree for PBE0 and 0.0894 hartree for CAM-B3LYP, or 16\% and 31\% relative to the full solution with the same functional. Keeping the correct diagonal but dropping the off-diagonal elements leaves errors of only about 0.0007 and 0.0009 hartree. For this state in this basis, the main effect of exchange in $A-B$ is thus the diagonal shift, although the matrix is clearly nondiagonal. The split into diagonal and off-diagonal parts refers to the canonical virtual orbitals, so these error sizes are shown only for 6-31G and need not carry over to larger or diffuse basis sets.

\subsection{A two-pair calculation}

Take the CAM-B3LYP singlet pairs $1=(5\to6)$ and $2=(5\to9)$. The relative orbital sign is chosen to make $(A-B)_{12}$ positive. The ingredients, in hartree, are:

\begin{center}
\begin{tabular}{lrrr}
 & 11 & 12 & 22\\
Gap & 0.4699 & 0 & 1.3094\\
$2(ia|jb)$ & 0.0290 & $-0.0217$ & 0.0391\\
Singlet kernel & $-0.0106$ & 0.0091 & $-0.0195$\\
$(ij|w|ab)$ & 0.1965 & $-0.0354$ & 0.2466\\
$(ib|w|ja)$ & 0.0029 & $-0.0019$ & 0.0042
\end{tabular}
\end{center}

Write $M=A-B$ and $P=A+B$. Then
\begin{align}
M_{11}&=0.4699+0.0029-0.1965=0.2763,\\
M_{12}&=-0.0019+0.0354=0.0335,\\
P_{11}&=0.4699+2(0.0290-0.0106)-0.1965-0.0029=0.3073,\\
P_{12}&=2(-0.0217+0.0091)+0.0354+0.0019=0.0121.
\end{align}
The same sums give $M_{22}=1.0671$ and $P_{22}=1.0978$, with small differences in the last digit if rounded inputs are used.

A $2\times2$ matrix $S$ obeys $S^2-tS+\delta I=0$, where $t=\mathrm{Tr}\,S$ and $\delta=\det S$. With $S^2=M$, this gives $S=(M+\delta I)/t$, $\delta=\sqrt{\det M}$ and, after taking the trace, $t=\sqrt{\mathrm{Tr}\,M+2\delta}$. Here $\delta=0.5419$ and $t=1.5579$, so
\begin{equation}
S=\begin{pmatrix}0.5252&0.0215\\0.0215&1.0328\end{pmatrix},\qquad
SPS=\begin{pmatrix}0.0855&0.0344\\0.0344&1.1716\end{pmatrix}.
\end{equation}
The entries of $S$ are in hartree$^{1/2}$ and those of $SPS$ in hartree$^2$. The eigenvalues are
\begin{equation}
\Omega^2=0.6286\mp\sqrt{0.5430^2+0.0344^2}=0.0844,\;1.1727,
\end{equation}
where the roots are computed from unrounded numbers (the rounded half-sum 0.6286 and half-difference 0.5430 shown here give 0.0845 for the lower), and $\Omega=0.2906$ and $1.0829$ hartree. The lower root is close to the 40-pair result, 0.2898 hartree.

This model also shows why the off-diagonal elements have a weak effect here. The eigenvalues depend on
\begin{align}
\mathrm{Tr}(MP)&=M_{11}P_{11}+M_{22}P_{22}+2M_{12}P_{12},\\
\det(MP)&=(M_{11}M_{22}-M_{12}^2)(P_{11}P_{22}-P_{12}^2).
\end{align}
The off-diagonal elements enter only through $M_{12}^2$, $M_{12}P_{12}$ and $P_{12}^2$. Let $\alpha=M_{11}P_{11}$ and $\beta=M_{22}P_{22}$, insert $\Omega^2=\alpha+x$ in $\Omega^4-\mathrm{Tr}(MP)\,\Omega^2+\det(MP)=0$, and keep terms of second order in $M_{12}$ and $P_{12}$ together:
\begin{equation}
x\approx-\frac{M_{12}^2P_{11}P_{22}+2\alpha M_{12}P_{12}+P_{12}^2M_{11}M_{22}}{\beta-\alpha}.
\end{equation}
At fixed $P$ the shift contains a quadratic and a linear term in $M_{12}$; the linear one carries the small factor $P_{12}$. Here $\beta-\alpha=1.087$ hartree$^2$, and the two terms containing $M_{12}$ give $-0.00035$ and $-0.00006$ hartree$^2$. Dropping $M_{12}$ therefore raises $\Omega$ by about $0.00041/(2\times0.291)=0.0007$ hartree, comparable to the 0.0009 hartree found with 40 pairs. Near degeneracy this argument does not apply. The diagonal shift acts at first order: pair 1 alone gives $\sqrt{0.2763\times0.3073}=0.291$ hartree, whereas using its gap gives $\sqrt{0.4699\times0.3073}=0.380$ hartree.

The numerical check differentiates the commutator in \eqref{eom} along random real and imaginary directions and compares it with \eqref{A} and \eqref{B}. It also compares the roots of \eqref{sym} with those of the unreduced problem \eqref{casida}.

\section*{Numbers as computed}
\begin{verbatim}
water: O-H length = 0.96 angstrom; angle = 104.5 degrees
PBE: c_full = 0.0000; c_long = 0.0000; mu = 0.0000 bohr^-1
PBE: spatial pairs = 40; spin-resolved pairs = 80
PBE: largest off-diagonal |A-B| = 0.000000 hartree
PBE: smallest eigenvalue of A-B = 0.262993 hartree
PBE: equation-of-motion test error = 4.7e-08 hartree
PBE: lowest singlet = 0.276128 hartree = 7.5138 eV
PBE: lowest triplet = 0.248559 hartree = 6.7636 eV
PBE0: c_full = 0.2500; c_long = 0.0000; mu = 0.0000 bohr^-1
PBE0: spatial pairs = 40; spin-resolved pairs = 80
PBE0: largest off-diagonal |A-B| = 0.079138 hartree
PBE0: smallest eigenvalue of A-B = 0.284310 hartree
PBE0: equation-of-motion test error = 2.1e-08 hartree
PBE0: lowest singlet = 0.298312 hartree = 8.1175 eV
PBE0: lowest triplet = 0.268930 hartree = 7.3180 eV
PBE0: lowest singlet using gaps for A-B = 0.344687 hartree
PBE0: lowest singlet using diagonal of A-B = 0.298985 hartree
CAM-B3LYP: c_full = 0.1900; c_long = 0.4600; mu = 0.3300 bohr^-1
CAM-B3LYP: spatial pairs = 40; spin-resolved pairs = 80
CAM-B3LYP: largest off-diagonal |A-B| = 0.073238 hartree
CAM-B3LYP: smallest eigenvalue of A-B = 0.274237 hartree
CAM-B3LYP: equation-of-motion test error = 3.3e-08 hartree
CAM-B3LYP: lowest singlet = 0.289805 hartree = 7.8860 eV
CAM-B3LYP: lowest triplet = 0.260339 hartree = 7.0842 eV
CAM-B3LYP: lowest singlet using gaps for A-B = 0.379173 hartree
CAM-B3LYP: lowest singlet using diagonal of A-B = 0.290751 hartree
two-pair CAM-B3LYP singlet model: orbital 5 to 6 and 5 to 9
two-pair matrices: entries are 11, 12, 22
two-pair gap = 0.469893, 0.000000, 1.309424 hartree
two-pair 2(ia|jb) = 0.028982, -0.021659, 0.039119 hartree
two-pair singlet semilocal kernel = -0.010620, 0.009118, -0.019519 hartree
two-pair (ij|w|ab) = 0.196492, -0.035366, 0.246580 hartree
two-pair (ib|w|ja) = 0.002864, -0.001851, 0.004230 hartree
two-pair A = 0.291763, 0.022825, 1.082444 hartree
two-pair B = 0.015498, -0.010690, 0.015370 hartree
two-pair A-B = 0.276265, 0.033515, 1.067074 hartree
two-pair A+B = 0.307260, 0.012135, 1.097814 hartree
two-pair (A-B)^(1/2) = 0.525169, 0.021512, 1.032769 hartree^(1/2)
two-pair symmetric product = 0.085525, 0.034449, 1.171622 hartree^2
two-pair excitation energies = 0.290575, 1.082919 hartree
indefinite model A-B: diagonal = 1.0, -1.0 hartree
indefinite model A+B: 11, 12, 22 = 1.0, 2.0, 1.0 hartree
indefinite model Omega^2: imaginary parts = -1.732051, 1.732051 hartree^2
\end{verbatim}
